# A Quasi-Fermi Predictor for Green-Function–Poisson Iterations in Two-Dimensional Transistors

## What goes wrong

A ballistic transistor calculation alternates two tasks. Given the electron potential energy $u$, Green functions give the density $n[u]$; given the density, Poisson's equation gives a new $u$. If each density is passed on unchanged, small errors can grow. In the transistor treated below, the worst density error is multiplied by about $-62$ per cycle.

Linear mixing cures this by accepting a fraction $\alpha$ of each new density. Here $\alpha$ must stay below 0.0316, and even the value with the best long-run convergence rate needs 177 Green-function solves to bring the potential within 0.01 meV of the solution. A predictor that lets the density respond locally while Poisson's equation is solved needs 7. The comparison is with plain linear mixing; schemes that use the iteration history come much closer to the predictor.

## Two charge waves by hand

Take a uniform electron sheet midway between two dielectric layers, each of thickness $t_d=3$ nm and relative permittivity 3.9, with no normal field at their outer surfaces. Energies are in eV, lengths in nm and densities in nm$^{-2}$. The permittivity is then $\varepsilon=3.9\times0.05526=0.2155\ e/(\mathrm{V\,nm})$.

**Electrostatics.** Let the potential energy at the sheet change by $\delta u\cos qx$. In the charge-free upper layer Laplace's equation and the zero-field surface give

$$
\delta u(x,z)=\delta u\cos qx\,\frac{\cosh q(t_d-z)}{\cosh qt_d},
$$

with slope $-q\tanh(qt_d)\,\delta u\cos qx$ at the sheet. The electrostatic potential in volts is $-u$, so Gauss's law for the two equal sides reads $2\varepsilon\,\partial_z u|_{0^+}=N_d-n$. With fixed doping $N_d$,

$$
S(q)\,\delta u=\delta n,\qquad S(q)=2\varepsilon q\tanh(qt_d).
$$

Extra electrons raise the electron energy, hence the positive sign.

**Electrons.** Write the density response as $\delta n=-\Pi(q)\,\delta u$. For $\delta u\cos qx$, first-order perturbation theory mixes $\mathbf k$ with $\mathbf k\pm\mathbf q$, with amplitudes $(\delta u/2)/(E_{\mathbf k}-E_{\mathbf k\pm\mathbf q})$. The interference with the original wave changes its density by

$$
\delta u\cos qx\left[\frac1{E_{\mathbf k}-E_{\mathbf k+\mathbf q}}+\frac1{E_{\mathbf k}-E_{\mathbf k-\mathbf q}}\right].
$$

Weight this by the Fermi function $f$, sum over states with degeneracy $g$, and shift $\mathbf k$ by $-\mathbf q/2$ in the first term and $+\mathbf q/2$ in the second. With $\pm$ denoting $\mathbf k\pm\mathbf q/2$,

$$
\Pi(q)=g\int\frac{d^2k}{(2\pi)^2}\,\frac{f(E_-)-f(E_+)}{E_+-E_-}.
$$

For $q\to0$ the quotient becomes $-df/dE$, so $\Pi\to\partial n/\partial\mu$: a slow wave is answered as if each point were a uniform sheet. For large $q$ the unshifted form gives $\Pi\to 4mn/(\hbar^2q^2)$: electrons cannot follow a short wave.

**The local law.** A uniform parabolic sheet has $gm/(2\pi\hbar^2)$ states per area and energy. Integrating the Fermi function from the band edge $u$ gives

$$
n=N_{2D}\ln\!\left[1+e^{(E_F-u)/kT}\right],\qquad N_{2D}=\frac{gm\,kT}{2\pi\hbar^2}.
$$

Its slope, $D=-\partial n/\partial u$ at fixed $E_F$, is

$$
D=\frac{N_{2D}}{kT}\,\frac{e^{(E_F-u)/kT}}{1+e^{(E_F-u)/kT}}
=\frac{N_{2D}}{kT}\left(1-e^{-n/N_{2D}}\right),
$$

because $e^{n/N_{2D}}=1+e^{(E_F-u)/kT}$. For $m=0.5\,m_e$, $g=4$ and 300 K, $N_{2D}=0.1080$ nm$^{-2}$ and $kT=0.02585$ eV. At $n=0.1$ nm$^{-2}$, or $10^{13}$ cm$^{-2}$,

$$
D=\frac{0.1080}{0.02585}\left(1-e^{-0.926}\right)=2.52\ \mathrm{eV^{-1}nm^{-2}}.
$$

**Two updates.** In mixing, a density error $\delta n$ produces $\delta u=\delta n/S$ and the output error $-\Pi\delta n/S$. Therefore

$$
\delta n'=(1-\alpha)\delta n-\alpha\frac{\Pi}{S}\delta n=(1-\alpha\beta)\,\delta n,\qquad \beta=1+\frac{\Pi}{S}.
$$

In the predictor, a potential error $e$ gives the density error $-\Pi e$. The next potential error $e'$ is found while the density is allowed to move by the local law, which adds $-D(e'-e)$:

$$
Se'=-\Pi e-D(e'-e)\quad\Longrightarrow\quad e'=\frac{D-\Pi}{S+D}\,e.
$$

On the 0.3 nm grid used for the transistor below, the computed ratios $\Pi/D$ are 0.954, 0.805 and 0.356 at $q=0.5$, 1 and 2 nm$^{-1}$; the continuum integral gives slightly smaller values. They give:

| $q$ (nm$^{-1}$) | $S$ | $\Pi$ | $\beta$ | $e'/e$ |
|---|---|---|---|---|
| 0.5 | 0.195 | 2.41 | 13.3 | 0.04 |
| 1 | 0.429 | 2.03 | 5.7 | 0.17 |
| 2 | 0.862 | 0.90 | 2.0 | 0.48 |

In the last row, for instance, $e'/e=(2.52-0.90)/(0.86+2.52)=0.48$.

Suppose the error contains the first and last waves. Mixing does best when their factors are equal and opposite, $1-2.04\alpha=-(1-13.34\alpha)$, so $\alpha=2/15.38=0.130$ and both factors have magnitude 0.735. Ten cycles leave about 5% of the error; the predictor leaves less than 0.1%.

The methods have opposite difficulties. Long waves are weakly restrained by electrostatics and force mixing to take small steps, but the local law describes them well. Short waves limit the predictor, because $D$ overstates their response. At still larger $q$ the growth of $S$ helps: since $\Pi\to0$, the factor tends to $D/(D+2\varepsilon q)\to0$. On the scanned wave numbers the largest factor is 0.57, near $q=3$ nm$^{-1}$.

## The device equations

Now let the sheet have $N$ sites with spacing $a$, with gates over part of its length. Let $L$ be the finite-volume Laplace matrix of the upper dielectric, with the permittivity included and with indices $s$ for sheet nodes, $o$ for other free nodes and $g$ for gate nodes. By symmetry each half carries half the sheet charge:

$$
L_{ss}u+L_{so}u_o+L_{sg}u_g=\frac a2(n-N_d),
$$
$$
L_{os}u+L_{oo}u_o+L_{og}u_g=0.
$$

Solve the second line for $u_o$, insert it in the first and multiply by $2/a$:

$$
R(u)=Su-b+N_d-n[u]=0,
$$
$$
S=\frac2a\left(L_{ss}-L_{so}L_{oo}^{-1}L_{os}\right),
$$
$$
b=-\frac2a\left(L_{sg}-L_{so}L_{oo}^{-1}L_{og}\right)u_g.
$$

The two-dimensional electrostatics is thus reduced, without further approximation, to an $N\times N$ matrix.

For the electrons assume one isotropic parabolic band, a uniform width, no scattering and Hartree electrostatics. With $t=\hbar^2/(2ma^2)$, the longitudinal equation at site 0 is

$$
(E-2t-u_0)\psi_0+t\psi_{-1}+t\psi_1=0.
$$

The source lead is flat at $u_0$, so $E=u_0+2t(1-\cos\theta)$. A unit incoming wave and its reflection give $\psi_0=1+r$ and $\psi_{-1}=e^{-i\theta}+re^{i\theta}$. Eliminating $r$,

$$
\psi_{-1}=e^{i\theta}\psi_0-2i\sin\theta,
$$
$$
(E-2t-u_0+te^{i\theta})\psi_0+t\psi_1=i\Gamma,\qquad \Gamma=2t\sin\theta.
$$

The lead has become a self-energy $-te^{i\theta}$ and a source term. With $G$ the inverse of the matrix on the left, including the same elimination at the drain, $|\psi_i|^2=\Gamma^2|G_{i0}|^2$. The source contribution to the density is

$$
n_i^{(S)}=\frac1a\int_0^\pi\frac{d\theta}{2\pi}\,\Gamma^2|G_{i0}|^2F(\mu_S-E),
$$
$$
F(\mu-E)=g\int\frac{dk_y}{2\pi}\,\frac1{1+e^{(E+\hbar^2k_y^2/2m-\mu)/kT}}.
$$

Drain injection has the same form, with the chain reversed. Integrating over $\theta$ rather than $E$ avoids the factor $d\theta/dE=1/(2t\sin\theta)$, which diverges at the lead band edge.

These scattering states omit bound states. To look for them, close each side of the barrier with a hard wall at its top and give the lead its band-edge self-energy $-t$. In the biased device the lowest level then lies 3.8 meV above the lead edge. Below the edge the self-energy is less negative and the levels can only rise, so these closed sides have no bound state. Tunnelling through the barrier is left out of this argument. A device with a well beside the barrier would need its bound charge, and a rule for occupying it, added to $n$.

## The predictor in general

Given $u$ and the Green-function density $n[u]$, define a level at each site by inverting the local law:

$$
E_{F,i}=u_i+kT\ln\!\left(e^{n_i/N_{2D}}-1\right).
$$

This need not be the chemical potential of any electron population. Even in equilibrium it can differ from the Fermi level, because the Green-function density does not follow the local law exactly. It is a number that makes the local law reproduce the present density $n_i$. Hold it fixed and solve for the next potential $v$:

$$
P(v)=Sv-b+N_d-N_{2D}\ln\!\left[1+e^{(E_F-v)/kT}\right]=0.
$$

The inner Newton step solves $J\,\Delta v=-P(v)$, where $J=S+D(v)$ and $D$ is diagonal.

**The inner problem.** With a gate present, $S$ is symmetric and positive definite, and $D>0$. Thus $P$ is the gradient of a strongly convex function and has one root, $v^*$. Moreover, $L$ has nonpositive off-diagonal elements and $L_{oo}^{-1}$ has nonnegative elements, so eliminating nodes leaves the off-diagonal elements of $S$ nonpositive. It follows that $J^{-1}$ has nonnegative elements.

The logarithmic density is convex in $v$, so each component of $P$ is concave and lies below its tangent. After a Newton step from $v$ to $v_1$,

$$
P(v_1)\le P(v)+J(v)(v_1-v)=0.
$$

The next step, $-J(v_1)^{-1}P(v_1)$, is therefore nonnegative. The same tangent inequality at the root gives

$$
0=P(v^*)\le P(v_1)+J(v_1)(v^*-v_1).
$$

Multiplication by $J(v_1)^{-1}$ shows that the step does not exceed $v^*-v_1$. From the first step onward the iterates rise without passing the root, and so converge to it. No damping is needed in exact arithmetic.

**The outer error.** Near the self-consistent solution let $u$ have error $e$, and let $\Pi_{ij}=-\partial n_i/\partial u_j$. The definition of $E_F$ requires

$$
D(\delta E_F-e)=-\Pi e\quad\Longrightarrow\quad D\,\delta E_F=(D-\Pi)e.
$$

The next potential satisfies $Se'=D(\delta E_F-e')$, so

$$
e'=Me,\qquad M=(S+D)^{-1}(D-\Pi).
$$

This is the hand result with matrices. It can also be written $e'=e-(S+D)^{-1}(S+\Pi)e$: a Newton step in which the true Jacobian $S+\Pi$ has been replaced by $S+D$. A single linear step, $\Delta u=-(S+D)^{-1}R(u)$, therefore has the same first-order error; the nonlinear solve matters farther from the solution.

Since $M$ is generally nonzero, the outer convergence is linear, not quadratic. The iteration converges from a close enough start if the spectral radius of $M$ is below one. A strongly nonlocal response, such as a sharp resonance whose filling depends on distant sites, could violate this condition.

One outer cycle consists of these steps:

1. Compute $n[u]$ with one Green-function solve.
2. Invert the local law for $E_F$.
3. Solve $P(v)=0$ by Newton's method.
4. Replace $u$ by $v$; stop when the change is small enough.

The change in step 4 is not the remaining error. If one factor $r$ dominates, the later changes form a geometric series, and the remaining error is about $r/(1-r)$ times the last change.

**Mixing in general.** Its error matrix is $1-\alpha(1+\Pi S^{-1})$. For an eigenvalue $\beta$ of the bracket,

$$
|1-\alpha\beta|^2=1-2\alpha\,\mathrm{Re}\,\beta+\alpha^2|\beta|^2.
$$

This is below one if $0<\alpha<2\,\mathrm{Re}\,\beta/|\beta|^2$; the smallest such limit governs. For real positive $\beta$, equalizing the factors at the two ends of the spectrum gives

$$
\alpha_{\rm best}=\frac2{\beta_{\min}+\beta_{\max}},\qquad
r_{\rm best}=\frac{\beta_{\max}-\beta_{\min}}{\beta_{\max}+\beta_{\min}}.
$$

## A 12 nm transistor

The device is 26.4 nm long and has 88 sites. Gates cover the middle 12 nm, and the contacts carry $10^{13}$ donors per cm$^2$, graded over 1.2 nm. The gate energy is 0.12 eV relative to the source Fermi level, and the drain bias is 0.3 V. The top of the converged barrier lies 109 meV above the source Fermi level and 119 meV above the band edge at the source end, with $8.9\times10^{10}$ electrons per cm$^2$ at its top.

**Mixing.** The eigenvalues $\beta$ run from 1.00 to 63.3, with imaginary parts below 0.01. Hence

$$
\alpha_{\rm limit}=\frac2{63.34}=0.0316,\qquad
\alpha_{\rm best}=\frac2{64.34}=0.0311,
$$
$$
r_{\rm best}=\frac{62.34}{64.34}=0.969.
$$

The best setting lies less than 2% below the stability limit. At 1.2 times the limit, a small error was seen to grow by 1.400 per cycle, as the eigenvalues predict.

The large $\beta$ can be estimated from one ungated contact of length 7.2 nm. A quarter wave has $q=\pi/14.4=0.218$ nm$^{-1}$, so $S=0.431\times0.218\times\tanh0.654=0.054$ and $\beta\approx1+2.52/0.054\approx48$. This clamps the potential error to zero at the gate edge; releasing the clamp lowers $S$ and raises $\beta$. For contacts long compared with the dielectric thickness, $S\approx2\varepsilon t_dq^2$, so in this estimate $\beta-1$ grows as the square of the contact length. Replacing $\Pi$ by $D$ in the full device gives $\beta_{\max}=63.2$: the local law captures the stiff response almost completely.

**Predictor.** The spectral radius of $M$ is 0.545, both at zero bias and at 0.3 V. The uniform-sheet maximum of 0.57 is close to it, though it is not a bound for a nonuniform device. These digits belong to the 0.3 nm grid. Halving the grid step raises the biased radius to 0.557, lowers $\beta_{\max}$ to 63.0 and raises the predictor count given below from 7 to 8, while the barrier top moves by 0.1 meV and the current by 0.3%.

Both methods start from the same potential, obtained from the local law with a Fermi level that falls linearly under the gate. Its largest error is 17.9 meV. The predictor reduces this to 2.8 meV after one solve, 0.095 meV after four and 0.0041 meV after eight. The reduction is fastest at first, as expected if the long-wave errors disappear first. Later the observed factor is 0.514 per solve; its lying below 0.545 may mean that the slowest component does not yet dominate.

With the start, the target of 0.01 meV and the electrostatics held fixed, the counts are 7 solves for the predictor, 177 for mixing at its best $\alpha$, and 357 at half that value. The gain over the best linear mixing is thus $177/7\approx25$. Linear mixing is a weak competitor: Anderson mixing, which fits each new density from several earlier residuals, reaches the same target from the same start in 12 to 27 solves for $\alpha$ of 0.03 or 0.2 and histories of 5 to 20, so the gain over it is only about 2 to 4. The factor 25 also belongs to this device: shorter contacts, or gates that overlap them, would reduce $\beta_{\max}$ and help mixing. A thinner dielectric would do the opposite, because it lowers $S$ in the ungated contacts. A full Newton method would remove the linear error factor, but one Jacobian by central differences costs $2\times88=176$ solves. Perturbation theory avoids most of these repeated solves. In a nearest-neighbour chain the columns of $G$ at the two leads determine all its other elements: $G_{ij}=G_{i,N-1}G_{0j}/G_{0,N-1}$ for $i\le j$, and $G$ is symmetric. They therefore give the response to the potential at every site except the two end sites, which also shift the leads. The cost of such a Newton method is not compared with that of the predictor here.

## What the model says about a real device

The mass, degeneracy and 1.8 eV gap are rough values for monolayer dichalcogenides such as MoS$_2$. The calculated current, 10.0 µA/µm, is low for a transistor that is fully on, because this bias leaves few electrons at the barrier. Scattering would lower it substantially. A rough mobility of 50 cm²/Vs gives a mean free path of 3.4 nm and a transmission of $3.4/(3.4+12)=0.22$ over the gate length. At a fixed barrier this would lower the current to about 2 µA/µm. The figure is pessimistic at this drain bias, because electrons scattered well beyond the barrier seldom return over it. Contact resistance, which is not sized here, would lower it further.

Exchange and correlation are also left out, and they are not small at these parameters: in the contacts $r_s\approx4$. First-order exchange for a zero-thickness sheet in a uniform dielectric of permittivity 3.9 lowers the chemical potential at 300 K by about 0.1 eV in the contacts and by about 1 meV at the barrier top. This is a rough figure, but it is comparable to the 119 meV barrier, so the current at a given gate energy is not a prediction for MoS$_2$. Such a term would also add a density derivative to the Jacobian and change the convergence factors.

The other estimates are smaller or concern the drain. The mean dielectric field reaches 1.05 MV/cm, against a rough breakdown scale of 10 MV/cm, and gate tunnelling is negligible for a rough 3 eV barrier. For dilute electrons in equilibrium, side valleys 0.15 eV higher would hold about 1% of the main-valley density; in the degenerate contacts the share is nearer 2%. The gap exceeds the total band bending by 1.4 eV, which closes the band-to-band tunnelling window. For a rough interface conductance of 15 MW/(m² K), self-heating is about 8 K if the heat is spread over the whole device. Ballistic electrons release most of their energy at the drain; if all the heat left through the 7.2 nm drain contact, the rise there would be about 28 K. The parabolic band is least secure for electrons entering the drain: those that pass over the barrier arrive with a kinetic energy of at least about 0.23 of the gap.

Scattering would change $n[u]$ and therefore $\Pi$. The predictor can be used in the same form, but its spectral radius must then be found anew. The numerical output lists the main values used here.

## Values computed for the example and the checks

```
Temperature 300 K; kT 25.852 meV
Mass 0.5 m_e; degeneracy 4; sites 88
Grid step 0.3 nm; hopping 0.8467 eV
Gate length 12.0 nm; device length 26.4 nm
Dielectric 3.0 nm per side; relative permittivity 3.9
Contact doping 1.00e+13 cm^-2; grading 1.2 nm
Gate energy 0.12 eV; drain bias 0.3 V
N_2D 1.0799e+13 cm^-2
Contact local D 2.5225 1/(eV nm^2)
Uniform sheet Pi/D at q=0.5 1/nm: 0.9542
Uniform sheet Pi/D at q=1.0 1/nm: 0.8047
Uniform sheet Pi/D at q=2.0 1/nm: 0.3556
Uniform-sheet largest error factor 0.5678 at q=3.0 1/nm
Source-end potential energy -10.40 meV
Barrier top 108.58 meV at x=11.85 nm
Drain-end potential energy -309.20 meV
Density at barrier top 8.867e+10 cm^-2
Lowest side state above lead edge 3.753 meV
Ballistic current 9.996 uA/um
Classical over-barrier current 9.820 uA/um
Predictor spectral radius, zero bias 0.5450
Predictor spectral radius, biased 0.5451
Predictor observed late error factor 0.5143
Mixing beta: min 1.0000, max 63.342
Largest imaginary part of beta 0.0071
beta max from local D 63.167
Mixing stability limit alpha 0.03157
Best alpha 0.03108; real-spectrum formula 0.03108
Best mixing error factor 0.96892
Growth at 1.2 x limit: seen 1.4003, theory 1.4000
Potential error in meV: solves, predictor, mixing at half best alpha
   0  1.789e+01  1.789e+01
   1  2.774e+00  1.729e+01
   2  7.365e-01  1.671e+01
   4  9.455e-02  1.563e+01
   8  4.112e-03  1.373e+01
  12  2.731e-04  1.211e+01
Solves to 0.01 meV: predictor 7
Solves to 0.01 meV: mixing, best alpha 177
Solves to 0.01 meV: mixing, half best alpha 357
Solve-count ratio, half best alpha 51.0
Solves for one central-difference Jacobian 176
Rough mobility 50 cm2/Vs; mean free path 3.40 nm
Scattering transmission over gate length 0.221
Mean dielectric field, largest 1.050 MV/cm (rough limit 10)
Largest field along channel 1.103 MV/cm
Gate WKB factor 2.38e-15; leakage bound 9.14e-10 uA/um
Side-valley/main-valley density, rough 0.0109
Nonparabolicity scale: thermal 0.0144, drain 0.232
Band-to-band window closed by 1.382 eV (rough gap 1.8 eV)
Self-heating estimate 7.57 K
```
